Spin injection into a two-dimensional channel: resistance mismatch and selective barriers

**Problem**

A ferromagnetic sheet fills x < 0 and a nonmagnetic sheet of the same width fills x > 0. They are joined edge to edge, and electrons are driven from the ferromagnet into the channel. The data are:

- ferromagnet: sheet resistance R_F = 2500 Ω per square, spin diffusion length λ_F = 3 nm, conductivity polarisation β = 0.5;
- channel: sheet resistance R_N = 500 Ω per square, spin diffusion length λ_N = 2 µm, electron density 5×10¹² cm⁻², linear band with velocity 10⁶ m/s as in graphene;
- temperature 50 K, current per width j = 1 µA/µm.

(a) What fraction P of the current is spin-polarised where it enters the channel, if the joint has no resistance?

(b) A tunnel barrier with spin selectivity γ = 0.7 is put into the joint. How resistive must it be to give P = 0.25, and P = 0.5?

(c) What would a barrier of the second strength do if its selectivity were 0, or 0.5?

(d) Which of these answers survive the effects that the model leaves out?

**Conventions and assumptions**

The spin with the larger conductivity in the ferromagnet is called ↑. V_s is the electrochemical potential of electrons of spin s divided by the elementary charge e. The current j_s is counted positive when electrons move towards +x, so that electrons run down the slope of V_s. The total is j = j_↑ + j_↓, and the current polarisation is P = (j_↑ − j_↓)/j, which means

j_↑ = (1+P)j/2,  j_↓ = (1−P)j/2.

Currents are per unit width. A contact resistance then has the unit Ω µm, and division by the width in µm gives ohms. The magnetisation is uniform, transport is diffusive and linear in the current, each sheet is many spin diffusion lengths long, and no spin flips inside the joint.

**First estimate by scaling**

A spin-polarised current entering the channel splits the two potentials there. The splitting extends over about λ_N, so a spin current Pj needs a splitting of order R_N λ_N Pj. The quantity

r_N = R_N λ_N = 500 Ω × 2 µm = 1000 Ω µm

is the spin resistance of the channel. The ferromagnet can drive a spin current into the channel through a splitting of its own. That splitting is at most of order r_F βj, where r_F is of order R_F λ_F = 7.5 Ω µm. The derivation below supplies a factor 1/(1−β²), which makes it

r_F = R_F λ_F/(1−β²) = 7.5/0.75 = 10 Ω µm.

Without a joint resistance the two splittings must match:

r_N P ~ β r_F, so P ~ 0.5 × 10/1000 = 0.5 %.

A barrier whose resistance differs for the two spins can sustain a splitting of order γ r_b j, where r_b measures its resistance. To reach a P comparable with γ it must match r_N Pj, hence r_b ~ r_N = 1000 Ω µm. Scaling thus sets the size of the barrier by the channel, not by the ferromagnet. It cannot tell how the answer depends on the difference between γ and the wanted P.

**Exact solution within the model**

*Diffusion of the splitting.* Let σ_s be the sheet conductivity of spin s, so that j_s = −σ_s dV_s/dx. Let Δ = V_↑ − V_↓. Spin flips carry electrons from the higher to the lower potential, at a rate proportional to Δ. With a coefficient G per area,

dj_↑/dx = −GΔ,  dj_↓/dx = +GΔ.

The sum vanishes, as charge conservation demands. Inserting Ohm's law gives σ_↑V_↑″ = GΔ and σ_↓V_↓″ = −GΔ. Dividing each by its conductivity and subtracting,

Δ″ = G(1/σ_↑ + 1/σ_↓)Δ = Δ/λ².

This defines λ. In the channel it can be tied to the spin lifetime τ_s. Let ν be the density of states per area and energy, both spins together. The splitting gives n_↑ − n_↓ = (ν/2)eΔ. This difference decays at the rate 1/τ_s, and each flip changes it by 2, so the number of flips per area and time is νeΔ/(4τ_s). Multiplying by e gives G = e²ν/(4τ_s). Each spin has σ_s = 1/(2R_N), therefore

1/λ_N² = 4R_N G = e²νR_N/τ_s.

The Einstein relation 1/R_N = e²νD, with D the diffusion constant, turns this into λ_N² = Dτ_s.

*Ferromagnet.* The polarisation β divides the conductivity as σ_↑ = (1+β)/(2R_F) and σ_↓ = (1−β)/(2R_F). Ohm's law gives, just left of the joint,

dΔ/dx = −j_↑/σ_↑ + j_↓/σ_↓
= −R_F j [(1+P)/(1+β) − (1−P)/(1−β)].

Over the common denominator 1−β² the numerator of the bracket is

(1+P)(1−β) − (1−P)(1+β) = 2(P−β),

because the terms 1 and Pβ cancel. Deep in the ferromagnet Δ must vanish, so Δ = Δ_F exp(x/λ_F) and its slope at the joint is Δ_F/λ_F. Hence

Δ_F = 2r_F(β−P)j,  r_F = R_F λ_F/(1−β²).

The factor 1/(1−β²) arises because a spin current without charge current must pass both spin channels in series, and the poorer one dominates.

*Channel.* The same slope formula with β = 0 and R_N in place of R_F reads dΔ/dx = −2R_N Pj. Now Δ decays towards +x, as Δ_N exp(−x/λ_N), with slope −Δ_N/λ_N at the joint. Therefore

Δ_N = 2r_N Pj.

Since the local polarisation is proportional to the slope of Δ, it falls as P exp(−x/λ_N) along the channel.

*Joint.* Let the joint have resistances

r_↑ = 2(1−γ)r_b,  r_↓ = 2(1+γ)r_b.

Its conductances are then in the ratio (1+γ):(1−γ), so γ is their polarisation. Each spin drops the voltage r_s j_s. Subtracting the two drops,

Δ_F − Δ_N = r_↑j_↑ − r_↓j_↓
= r_b j[(1−γ)(1+P) − (1+γ)(1−P)]
= 2r_b(P−γ)j.

Inserting Δ_F and Δ_N and dividing by 2j,

r_F(β−P) − r_N P = r_b(P−γ).

Collecting the terms with P on one side gives

P = (β r_F + γ r_b)/(r_F + r_N + r_b).

This is a weighted mean of three polarisations: β for the ferromagnet, 0 for the channel, γ for the joint. The weights are their spin resistances, and the largest one prevails.

**(a) The joint without resistance**

With r_b = 0,

P = β/(1 + r_N/r_F) = 0.5/(1+100) = 0.495 %.

No spin has been flipped in the joint. The current is already almost unpolarised when it arrives there, because the ferromagnet's own spin flips equalise the two currents within a few λ_F before the joint. The channel enforces this: a larger P would need a splitting that the ferromagnet cannot supply.

The definition of r_F matters here. The mismatch r_N/r_F is 100. If that number meant R_N λ_N/(R_F λ_F) instead, with r_N kept at 1000 Ω µm, then r_F would be 10/0.75 = 13.3 Ω µm and P would be 0.66 %.

Two limits show when the mismatch disappears. For r_N ≪ r_F, P tends to β: a channel with small spin resistance accepts the full polarisation. The other limit is a ferromagnet that conducts almost entirely through one spin. With R_F λ_F held fixed, r_F grows without bound as β → 1, and P → 1. For the present sheets this needs r_F ≫ r_N, or

1−β² ≪ R_F λ_F/r_N = 7.5/1000 = 0.0075.

A bulk polarisation of 0.9, with 1−β² = 0.19, is still far from this limit.

**(b) The selective barrier**

Multiplying the result for P by its denominator gives P(r_F + r_N) + P r_b = β r_F + γ r_b, hence

r_b = [P(r_F + r_N) − β r_F]/(γ−P).

For a target above the transparent value the numerator is positive, so a solution exists only for γ > P. For P = 0.25,

r_b = (0.25×1010 − 5)/(0.7−0.25) = 247.5/0.45 = 550 Ω µm.

For P = β the terms in r_F cancel:

r_b = β r_N/(γ−β) = 0.5×1000/0.2 = 2500 Ω µm.

The reason for the cancellation is that Δ_F = 2r_F(β−P)j vanishes at P = β. The current crosses the joint with the polarisation it has in the bulk, so the ferromagnet has nothing to adjust. After 1 µm of channel the polarisation is 0.5 exp(−1/2) = 30 %.

The barrier resistances are r_↑ = 0.6×2500 = 1500 Ω µm and r_↓ = 3.4×2500 = 8500 Ω µm. In parallel,

1/r_par = [1/(1−γ) + 1/(1+γ)]/(2r_b) = 1/[(1−γ²)r_b],

so r_par = 0.51×2500 = 1275 Ω µm. At 1 µA/µm the spin currents are 0.75 and 0.25 µA/µm. They drop 1.125 mV and 2.125 mV. The difference of 1 mV is the channel splitting, Δ_N = 2×1000×0.5 Ω µm × 1 µA/µm. If both spins had the same voltage across the barrier, the current would have the polarisation γ = 0.7. The splitting in the channel opposes the favoured spin and brings it down to 0.5.

Both ends of the design were checked by solving Kirchhoff's laws for two chains of resistors, one per spin, linked by spin-flip resistors and carrying the data above. With a joint of r_b = 0.001 Ω µm the chains give P = 0.495 %, and with the 2500 Ω µm barrier they give 50 %.

**(c) Resistance without enough selectivity**

With r_b = 2500 Ω µm and γ = 0,

P = 5/(10+1000+2500) = 0.14 %.

The unselective barrier makes the injection worse. With γ = 0.5 the same r_b gives

P = (5+1250)/3510 = 36 %.

Here P approaches 0.5 as r_b grows, but does not reach it at finite r_b. Even P = 0.45 takes (454.5−5)/0.05 = 8990 Ω µm.

The general criterion follows from the derivative at fixed γ. With S = r_F + r_N + r_b, the quotient rule gives

dP/dr_b = [γS − (β r_F + γ r_b)]/S²
= [γ(r_F + r_N) − β r_F]/S².

This is positive if γ exceeds β r_F/(r_F + r_N), the transparent value of P. A barrier thus helps as soon as it is more selective than the 0.495 % it replaces, and γ is the ceiling it can approach. Restoring the bulk polarisation at finite resistance requires γ > β.

**Comparison of estimate and solution**

For the transparent joint, scaling gave 0.5 % against 0.495 %, a difference of 1 % of the exact value. It comes from neglecting r_F beside r_N in the denominator. That no other numerical factor appears has a simple reason. The exact splitting is an exponential, but the joint feels only its value and its slope. A straight line with the same slope that reaches zero after one λ has the same value at the joint. Each sheet therefore acts like a piece of length λ in which the spins do not mix, followed by perfect mixing.

For the barrier, scaling gave 1000 Ω µm, while full restoration needs 2500 Ω µm. The missing factor is β/(γ−β) = 2.5. It is of order one only if γ is well above β, and it diverges as γ approaches β. The estimate therefore finds the right scale, r_N, but misses the condition on which restoration depends.

**(d) What the model leaves out**

*Even a clean joint can add resistance.* The channel has a finite number of modes. With two spins and two valleys, n = k_F²/π, where k_F is the Fermi wavenumber. There are k_F/π transverse modes per width, each carrying 4e²/h with spin and valley included. The resulting Sharvin resistance,

R_Sh = (h/4e²)(π/k_F) = 51 Ω µm,

sets the scale of what a ballistic contact can add to the diffusive model. A single clean joint adds about half of it if the other side has many more modes and every channel mode is fully transmitted, and nothing if the two sides are identical. Reflection by a mismatch of the two bands adds more: about 0.6 of it for a sharp step into much more heavily doped graphene, and several times it when the wavenumbers differ tenfold at equal mass. The full value is five times r_F. Taken in full and without spin preference, it lowers P only to 5/1061 = 0.47 %. But a selectivity of β r_F/R_Sh = 5/51 ≈ 0.098 in this resistance would contribute as much as the whole bulk of the ferromagnet. It would double P to about 0.9 %, and with the opposite sign it would cancel P. For half of R_Sh the same effects take a selectivity of about 0.2. The answer to (a) is thus the limit of an ideal model. In a real clean contact, its interface may decide the value.

*The ferromagnet is barely diffusive.* For one spin-degenerate pocket, the Drude conductivity is (e²/h)k l, with k the Fermi wavenumber and l the mean free path. A rough k = 5 nm⁻¹ gives l = h/(e²R_F k) ≈ 2.1 nm, not much below λ_F = 3 nm. With β = 0.5 and the same k for both spins, the majority spin has 3.1 nm and the minority spin 1.0 nm, so the majority mean free path slightly exceeds λ_F and diffusion is only a rough description here. The value of r_F is then uncertain by a factor of order one. Halving it gives P = 0.25 % for the transparent joint, and multiplying it by 1.5 gives 0.74 %. With the 2500 Ω µm barrier P stays at 50 %, since r_F has dropped out. In the channel the mean free path is 65 nm, far below λ_N.

*The barrier thickness matters.* Dividing 2R_Sh, the Sharvin resistance of one spin, by r_↑ and r_↓ gives rough mean transmissions of 0.068 and 0.012. Such small values fit a tunnel barrier, although a mean cannot exclude a few well-conducting spots in it. The following estimate takes the barrier as uniform. For a barrier 1 eV high and the free electron mass, the transmission falls roughly as exp(−2κd), where d is the thickness and κ = √(2m × 1 eV)/ħ. This form holds for thick barriers and for electrons without momentum along the joint, and it serves as an estimate here. An extra 0.1 nm then multiplies the resistance by nearly 3. With γ held fixed, this raises P to about 60 %, while 0.1 nm less lowers it to about one third. P can exceed the bulk value because its ceiling is γ. If a graphene channel ends in a zigzag edge and the momentum along it is conserved, the valley momentum makes the decay steeper: the factor per 0.1 nm is then about 7, and P is more sensitive still. This case needs a ferromagnet with states at the valley momentum of 8.5 nm⁻¹ along the edge. A zone-centre pocket with k = 5 nm⁻¹ has none, and the current then relies on scattering at the edge.

*Linear response holds well.* The Fermi energy is 0.26 eV, 60 times the thermal energy at 50 K and far above e times the 1 mV splitting. The barrier voltages of 1 to 2 mV are small beside the barrier height. Drift in the channel field also carries spins. Let u be the drift velocity. A spin density decaying as exp(−Kx) obeys

DK² + uK − 1/τ_s = 0,

and its flux is (u + DK) times the density. With q = uλ_N/(2D), the positive root is K = [√(1+q²) − q]/λ_N, so that u + DK = (D/λ_N)[√(1+q²) + q]. The density needed for a given flux, and with it r_N, is multiplied by √(1+q²) − q ≈ 1 − q. For electrons entering the channel at this current, r_N falls by 0.38 % if the mobility does not depend on the density. If the mobility falls with density, but no faster than 1/n, the change is smaller.

**The numbers beside real devices**

The channel values are ordinary for supported graphene: the data imply a mobility of about 2500 cm²/Vs, D = 326 cm²/s and τ_s = 123 ps. The ferromagnet is meant as a single layer of a metallic van der Waals magnet, assumed to stay ordered at 50 K. Its sheet resistance and spin diffusion length are rough guesses at the scale, not data for a particular compound. Most graphene spin devices break the assumed geometry: a thick ferromagnetic metal lies on top of the channel instead of meeting its edge. Its low resistivity and the larger contact area usually make r_F much smaller, and the mismatch much larger than 100. While r_F ≪ r_N and the joint adds nothing, each further factor of ten in the mismatch lowers P tenfold. The selectivity γ = 0.7 is high for such contacts; values of roughly 0.1 to 0.3 are common with oxide barriers. With those, no barrier resistance restores 50 %, and γ itself is the limit for the current through the joint. As a design rule for an edge joint to a long channel in linear response, one therefore first secures a γ above the wanted polarisation, and then takes r_b from the formula in (b). For r_F ≪ r_N and a P well above the transparent value, this is about r_N P/(γ−P). The rule does not carry over to a narrow contact on top of a channel that continues far behind it. There half of the injected spin current flows backwards, while all the charge flows forwards, so a resistive barrier gives the forward current a polarisation of at most about γ/2. The remaining values are in the numerical output.

Calculated quantities

```
Bulk polarisation beta: 0.5
Barrier selectivity gamma: 0.7
Ferromagnet sheet resistance: 2500 ohm per square
Ferromagnet spin diffusion length: 3 nm
Channel sheet resistance: 500 ohm per square
Channel spin diffusion length: 2 um
Channel electron density: 5e+12 cm^-2
Temperature: 50 K
Current per width: 1 uA/um
Spin resistance r_f: 10 ohm um
Spin resistance r_n: 1000 ohm um
Ratio r_n/r_f: 100
Transparent P, formula: 0.495 %
Transparent P, network: 0.495 %
Transparent P if ratio means bare R*lambda: 0.6579 %
r_b for P = 25 %, gamma 0.7: 550 ohm um
r_b for P = 50 %, gamma 0.7: 2500 ohm um
Restored P, network: 50 %
P with same r_b, gamma 0: 0.1424 %
P with same r_b, gamma 0.5: 35.75 %
r_b for P = 45 %, gamma 0.5: 8990 ohm um
Restored P after 1 um of channel: 30.33 %
Barrier resistance, spin up: 1500 ohm um
Barrier resistance, spin down: 8500 ohm um
Barrier resistance, parallel: 1275 ohm um
Barrier voltage, spin up: 1.125 mV
Barrier voltage, spin down: 2.125 mV
Channel spin splitting at interface: 1 mV
Channel mobility: 2497 cm2/Vs
Channel Fermi energy: 0.261 eV
Fermi energy / kT: 60.5
Channel diffusion constant: 326 cm2/s
Channel spin lifetime: 123 ps
Channel mean free path: 65.1 nm
Channel Sharvin resistance: 51.2 ohm um
P with spin-neutral Sharvin contact: 0.471 %
Sharvin asymmetry that rivals the bulk: 0.098
Rough barrier transmission, spin up: 0.068
Rough barrier transmission, spin down: 0.012
Assumed ferromagnet Fermi wavenumber: 5 1/nm
Rough ferromagnet mean free path: 2.1 nm
Transparent P, r_f halved: 0.249 %
Transparent P, r_f times 1.5: 0.739 %
Restored P, r_f halved: 50 %
Drift change of r_n: -0.38 %
Barrier height: 1 eV
Resistance factor per 0.1 nm of barrier: 2.79
P with barrier 0.1 nm thicker: 61.2 %
P with barrier 0.1 nm thinner: 33.2 %
```
